\section*{Vernier Design of Two Ring Filters and Separation of Their Partial Resonances}

\section*{Problem}

Two circular ring resonators are made from the same single-mode waveguide. Each has an input coupler and an identical drop coupler. The light dropped by ring 1 is the input of ring 2, and no light returns from ring 2 to ring 1. The pair therefore transmits the product of the two drop responses. Both rings must be resonant at the vacuum wavelength $\lambda_0=1.55\,\mu\mathrm{m}$, with frequency $\nu_0=c/\lambda_0$.

At $\nu_0$ the waveguide has effective index $n_0=2.4$ and group index $n_g=4.2$. Every coupler transfers the power fraction $K=0.10$ and is lossless. The propagation loss is $3.0$ dB/cm, and no bend may have a radius below $15\,\mu\mathrm{m}$. These are round model parameters. Indices, coupling and loss are taken to be the same in both rings and independent of frequency, apart from the dispersion expressed by $n_g$.

The Vernier free spectral range $F_V$ is the distance between neighbouring frequencies at which both rings are resonant. It is to be the smallest realisable value not below $5000$ GHz. A partial resonance is a line of one ring that does not coincide with a line of the other.

\begin{enumerate}
\item[(a)] Find $F_V$ and the smallest nonzero distance $\delta$ between a line of ring 1 and a line of ring 2, in terms of the resonance orders at $\nu_0$.
\item[(b)] Choose the two rings so that $\delta$ is as large as the bend limit allows.
\item[(c)] Derive the loaded linewidths, meaning the full widths at half maximum of the drop power. Verify that $\delta$ exceeds both, and find the largest common $K$ for which this can hold.
\item[(d)] Determine what this separation implies for the strongest unwanted transmission peak. Compare with rings 30 and 31 times as long as the common unit length found in (b).
\item[(e)] Examine the effect of group-velocity dispersion $\beta_2=2.0\,\mathrm{ps^2/m}$ and of a small index difference between the rings.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Common and partial resonances}

Let $x=\nu-\nu_0$. By the definition of the group index, $d\beta/d\nu=2\pi n_g/c$, so the propagation constant to first order in $x$ is
\begin{equation}
\beta=\frac{2\pi}{c}\,(n_0\nu_0+n_gx).
\end{equation}
Ring $i$, of circumference $L_i$, is resonant when $\beta L_i$ is an integer multiple of $2\pi$. If its order at $\nu_0$ is $p_i$, then
\begin{equation}
\frac{2\pi n_0\nu_0}{c}L_i=2\pi p_i
\quad\Longrightarrow\quad
L_i=\frac{p_i\lambda_0}{n_0}.
\end{equation}
The line of order $p_i+k_i$ obeys $n_gL_ix/c=k_i$. Its detuning is therefore $x=k_iF_i$, with the line spacing
\begin{equation}
F_i=\frac{c}{n_gL_i}=\frac{c\,n_0}{n_g\lambda_0p_i}=\frac{F_0}{p_i},
\qquad F_0=\frac{\nu_0n_0}{n_g}.
\end{equation}

Write $p_i=s\,m_i$, where $s=\gcd(p_1,p_2)$, so that $m_1$ and $m_2$ are coprime. A common resonance requires $k_1F_1=k_2F_2$, or
\begin{equation}
k_1m_2=k_2m_1 .
\end{equation}
Since $m_1$ divides $k_1m_2$ and has no factor in common with $m_2$, it divides $k_1$. Hence $k_1=jm_1$ and $k_2=jm_2$ with integer $j$. The step $j=1$ gives
\begin{equation}
F_V=m_1F_1=m_2F_2=\frac{F_0}{s}.
\end{equation}

For any other pair of lines,
\begin{equation}
|k_1F_1-k_2F_2|
=F_V\left|\frac{k_1}{m_1}-\frac{k_2}{m_2}\right|
=\frac{F_V}{m_1m_2}\,|k_1m_2-k_2m_1| .
\end{equation}
The last factor is a nonzero integer, so it is at least 1. Bezout's identity for coprime integers supplies $k_1,k_2$ for which it equals 1. Therefore
\begin{equation}
\delta=\frac{F_V}{m_1m_2}=\frac{F_0}{s\,m_1m_2}
=\frac{F_0}{\operatorname{lcm}(p_1,p_2)} .
\end{equation}

The expression $F_1F_2/|F_1-F_2|$ needs care. Inserting $F_i=F_V/m_i$ gives
\begin{equation}
\frac{F_1F_2}{|F_1-F_2|}=\frac{F_V}{|m_1-m_2|},
\end{equation}
which is the Vernier range if $m_1$ and $m_2$ are consecutive. For $m_1=7$, $m_2=9$ and the value of $s$ found below, it gives $2511.88$ GHz, whereas a root search for the resonances gives $5023.75$ GHz. At the lower value the two rings would have $k_1=3.5$ and $k_2=4.5$, so neither is resonant.

\subsection*{(b) Choice of the rings}

Because $s$ is an integer, $F_V$ cannot be chosen continuously while both rings stay resonant at $\nu_0$. The smallest range not below the target belongs to the largest permitted $s$:
\begin{equation}
s=\left\lfloor\frac{110522.6}{5000}\right\rfloor
=\lfloor22.105\rfloor=22,
\qquad
F_V=\frac{110522.6}{22}\,\mathrm{GHz}=5023.75\,\mathrm{GHz}.
\end{equation}
This is $0.5\%$ above the target. Towards shorter wavelength the next common resonance lies $39.24$ nm from $\lambda_0$.

The circumferences are integer multiples of a unit length $\ell$:
\begin{equation}
L_i=m_i\ell,\qquad
\ell=\frac{s\lambda_0}{n_0}
=\frac{22\times1.55}{2.4}\,\mu\mathrm{m}=14.208\,\mu\mathrm{m}.
\end{equation}
Let ring 1 be the smaller one. The bend limit requires $m_1\ell\ge2\pi R_{\min}$, hence
\begin{equation}
m_1\ge\frac{2\pi\times15}{14.208}=6.633,
\qquad\text{so } m_1\ge7 .
\end{equation}
At fixed $F_V$, $\delta$ is largest when $m_1m_2$ is smallest. Two different integers that are both at least 7 have a product of at least $7\times8$, and 7 and 8 are coprime. The choice is therefore $m_1=7$, $m_2=8$, with orders $p_1=154$, $p_2=176$ and
\begin{align}
L_1&=99.46\,\mu\mathrm{m}, & R_1&=15.83\,\mu\mathrm{m}, & F_1&=717.68\,\mathrm{GHz},\\
L_2&=113.67\,\mu\mathrm{m}, & R_2&=18.09\,\mu\mathrm{m}, & F_2&=627.97\,\mathrm{GHz}.
\end{align}
The smallest separation is
\begin{equation}
\delta=\frac{5023.75}{7\times8}\,\mathrm{GHz}=89.71\,\mathrm{GHz}.
\end{equation}
It occurs between the first lines beside the common resonance, since $F_1-F_2=89.71$ GHz.

\subsection*{(c) Loaded linewidths}

Consider one ring with unit input amplitude. A coupler transmits the amplitude $t=\sqrt{1-K}$ and transfers $i\kappa$, with $\kappa=\sqrt K$. Let $a$ be the amplitude factor and $\phi=\beta L$ the phase of one round trip. The field $e$ just after the input coupler is the sum of the injected field and the field that has made one round trip and passed both couplers:
\begin{equation}
e=i\kappa+t^2a\,e^{i\phi}e
\quad\Longrightarrow\quad
e=\frac{i\kappa}{1-r e^{i\phi}},\qquad r=t^2a=(1-K)a .
\end{equation}
The drop coupler is half a round trip away. The dropped amplitude is $i\kappa\sqrt a\,e^{i\phi/2}e$, and its squared modulus is
\begin{equation}
D=\frac{K^2a}{|1-re^{i\phi}|^2}
=\frac{K^2a}{(1-r)^2+4r\sin^2(\phi/2)} .
\end{equation}
The denominator follows from $1+r^2-2r\cos\phi=(1-r)^2+2r(1-\cos\phi)$ and $1-\cos\phi=2\sin^2(\phi/2)$.

Half the peak power is reached when $4r\sin^2(\phi/2)=(1-r)^2$. Measured from a resonance, $\phi/2=\pi x/F$. Doubling the half-power detuning gives the loaded width $\gamma$ and the finesse $\mathcal F$:
\begin{equation}
\gamma=\frac{2F}{\pi}\arcsin\frac{1-r}{2\sqrt r},
\qquad
\mathcal F=\frac F\gamma .
\end{equation}
Since $\delta=F_1/m_2=F_2/m_1$, the required separation has a simple form:
\begin{equation}
\delta>\gamma_1\iff\mathcal F_1>m_2,
\qquad
\delta>\gamma_2\iff\mathcal F_2>m_1 .
\end{equation}

The loss of 3 dB/cm gives $a_i=10^{-3L_i/20}$ with $L_i$ in centimetres, so $a_1=0.99657$ and $a_2=0.99608$. Multiplication by $1-K=0.9$ gives $r_1=0.89691$ and $r_2=0.89647$. The widths and finesses are
\begin{align}
\gamma_1&=24.88\,\mathrm{GHz}, & \mathcal F_1&=28.85>8,\\
\gamma_2&=21.87\,\mathrm{GHz}, & \mathcal F_2&=28.72>7.
\end{align}
The separation is $89.71/24.88=3.61$ times the larger loaded width, so the requirement is met.

For the largest coupling, set $\gamma_1=\delta=F_1/m_2$. The width formula then becomes
\begin{equation}
\frac{1-r}{2\sqrt r}=\sigma,\qquad
\sigma=\sin\frac{\pi}{2m_2}.
\end{equation}
This is the quadratic equation $(\sqrt r)^2+2\sigma\sqrt r-1=0$. Its positive root and $r=(1-K)a_1$ give
\begin{equation}
\sqrt r=\sqrt{1+\sigma^2}-\sigma,
\qquad
K_1^{\max}=1-\frac{\left(\sqrt{1+\sigma^2}-\sigma\right)^2}{a_1}=0.319 .
\end{equation}
For ring 2, replacing $m_2$ by $m_1$ and $a_1$ by $a_2$ gives $0.354$. A larger $K$ lowers $r$ and broadens the line, so both conditions hold for a common $K$ below $0.319$.

Very weak coupling is not a remedy without cost. As $K\to0$, $r\to a$ and the width tends to a value set by loss, while the peak drop power $K^2a/(1-r)^2$ tends to zero. For $K=0.10$ the common peak of the two-ring filter transmits
\begin{equation}
\frac{K^4a_1a_2}{(1-r_1)^2(1-r_2)^2}=0.872,
\end{equation}
a loss of $0.60$ dB.

\subsection*{(d) What the separation achieves}

Near a close pair of lines, approximate each response by a Lorentzian of half width $h_i=\gamma_i/2$. Put line 1 at $y=0$ and line 2 at $y=\delta$. With each peak normalised to 1, the product is
\begin{equation}
P(y)=\frac{h_1^2h_2^2}{(h_1^2+y^2)\left[h_2^2+(\delta-y)^2\right]} .
\end{equation}
The denominator is the squared modulus of $(h_1+iy)[h_2+i(\delta-y)]$. Separating real and imaginary parts gives
\begin{equation}
\left[h_1h_2-y(\delta-y)\right]^2+\left[h_1(\delta-y)+h_2y\right]^2 .
\label{eq:den}
\end{equation}
Outside $0\le y\le\delta$ both Lorentzians decrease away from the pair, so the maximum lies inside this interval. There the second bracket is linear in $y$, with end values $h_1\delta$ and $h_2\delta$, and is never below $\min(h_1,h_2)\,\delta$. Dropping the first square yields
\begin{equation}
P\le\frac{h_1^2h_2^2}{\min(h_1,h_2)^2\delta^2}
=\left(\frac{\gamma_{\max}}{2\delta}\right)^2,
\label{eq:bound}
\end{equation}
where $\gamma_{\max}$ is the larger width.

For equal widths $\gamma=2h$, expression (\ref{eq:den}) becomes $[h^2-y(\delta-y)]^2+h^2\delta^2$. Two cases follow.

If $\delta\ge\gamma$, the first square can vanish, because the largest value of $y(\delta-y)$ is $\delta^2/4\ge h^2$. The bound is then attained. For $\delta>\gamma$ this happens at two points, so there are two maxima.

If $\delta<\gamma$, the first square cannot vanish and is smallest at the midpoint. There is one maximum, of height
\begin{equation}
P_{\max}=\frac{h^4}{(h^2+\delta^2/4)^2}
=\frac{1}{(1+\delta^2/\gamma^2)^2}>\frac14 .
\label{eq:merged}
\end{equation}
At $\delta=\gamma$ both cases give one quarter. For equal widths, separation by one linewidth thus marks the point at which the unwanted peak splits. For unequal widths the product of two Lorentzians splits later: at the width ratio of this design, $\delta$ must be about $1.17$ times the larger width in this approximation. In either case (\ref{eq:bound}) shows that a separation of one larger linewidth by itself guarantees only about 6 dB of suppression.

For the design, (\ref{eq:bound}) gives $[24.88/(2\times89.71)]^2=0.0192$, or $-17.2$ dB. The full periodic response, obtained by solving the coupler equations over half a Vernier period, has its largest unwanted peak at $0.0201$ of the common peak, or $-17.0$ dB. The other half is its mirror image for linear $\beta$. The closest pair shows two maxima. The higher one lies near $629$ GHz, beside the line of ring 2 at $627.97$ GHz, where the broader ring 1 is the one detuned by about $\delta$.

The peak is slightly above the Lorentzian bound because the true response is not Lorentzian. Far from its centre, $D$ contains $1/\sin^2(\pi x/F_1)$ where the Lorentzian has $1/(\pi x/F_1)^2$. At $x=\delta=F_1/8$ this raises the response by the factor $(\pi/8)^2/\sin^2(\pi/8)$, about 5\%, which accounts for the sign and approximate size of the difference.

Rings with $m=30$ and $31$ have the same $F_V$, but radii of $67.8$ and $70.1\,\mu\mathrm{m}$. Their separation is
\begin{equation}
\delta=\frac{5023.75}{30\times31}\,\mathrm{GHz}=5.40\,\mathrm{GHz},
\end{equation}
below both widths, $6.41$ and $6.23$ GHz. Equivalently, the finesses $26.1$ and $26.0$ are below the required 31 and 30. The closest lines merge into one maximum, and the strongest unwanted peak is $0.334$ of the common peak, only $4.8$ dB down. Equation (\ref{eq:merged}) with the mean width $6.32$ GHz gives the same value to two digits. A prescribed Vernier range therefore does not ensure resolved partial resonances: at fixed $F_V$ and finesse, $\delta$ falls as $1/(m_1m_2)$, whereas each width falls as $1/m_i$.

\subsection*{(e) Dispersion and index mismatch}

Let $\Omega=2\pi x$, $\beta_1=n_g/c$ and $\beta_0=\beta(\nu_0)$. With dispersion,
\begin{equation}
\beta=\beta_0+\beta_1\Omega+\tfrac12\beta_2\Omega^2 .
\end{equation}
The resonance conditions are $(\beta-\beta_0)m_i\ell=2\pi k_i$. They are met together at $\beta-\beta_0=2\pi j/\ell$, because both rings have the same $\beta(\nu)$. As long as $\beta(\nu)$ is identical in both rings, dispersion thus leaves the coincidences intact and changes their frequencies.

For the next one above $\nu_0$, use $2\pi/\ell=\beta_1\Omega_V$ with $\Omega_V=2\pi F_V$, and set $\Omega=\Omega_V(1+\epsilon)$. To first order in the small quantities,
\begin{equation}
\beta_1\Omega_V(1+\epsilon)+\tfrac12\beta_2\Omega_V^2=\beta_1\Omega_V
\quad\Longrightarrow\quad
\epsilon=-\frac{\beta_2\Omega_V}{2\beta_1}=-0.225\% .
\end{equation}
The root search gives a range of $5012.5$ GHz, still above the target. Below $\nu_0$, $\Omega$ changes sign while $\Omega^2$ does not, so the first-order change has the opposite sign. The smallest separation found, in a search reaching one line beyond the upper common resonance, is $89.3$ GHz. It remains well above the loaded widths.

An index difference is more serious. Let the effective index of ring 2 be $n_0(1+\eta)$, with $n_g$ unchanged. Its line at $\nu_0$ moves to the detuning that satisfies $n_0(1+\eta)\nu_0+n_gx=n_0\nu_0$, namely
\begin{equation}
x=-\eta\,\frac{n_0\nu_0}{n_g}=-\eta F_0 .
\end{equation}
A shift by $\gamma_2$ needs only $|\eta|=21.87/110522.6\approx2.0\times10^{-4}$. A shift by $\delta$ needs $8.1\times10^{-4}$ and brings a formerly partial pair into coincidence, while the lines at $\nu_0$ separate. The same sensitivity that permits Vernier tuning therefore requires the two rings, whose curvatures differ, to be matched or trimmed to well below $2\times10^{-4}$ in relative index: in the full response the common peak falls by $1.7$ dB at $|\eta|=10^{-4}$ and by $5.4$ dB at $2\times10^{-4}$. Trimming at $\nu_0$ does not correct a difference in group index. If ring 2 has $n_g(1+\xi)$, its line near $F_V$ moves to $F_V/(1+\xi)$, an offset of about $\xi F_V$ from the line of ring 1. This is $5$ GHz for $\xi=10^{-3}$ and reaches $\gamma_2$ at $\xi\approx4.4\times10^{-3}$. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
input wavelength = 1.55 um
input effective index = 2.4, group index = 4.2
input target Vernier range = 5000 GHz
input minimum radius = 15 um
input power coupling K = 0.10
input loss = 3.0 dB/cm
input beta2 = 2.0 ps^2/m
centre frequency nu0 = 193.414 THz
F0 = 110522.6 GHz; F0/target = 22.105
integer s = 22; unit length = 14.2083 um
least m1 before rounding = 6.633
integers m1, m2 = 7, 8
orders p1, p2 = 154, 176
circumferences L1, L2 = 99.458, 113.667 um
radii R1, R2 = 15.829, 18.091 um
line spacings F1, F2 = 717.68, 627.97 GHz
Vernier range = 5023.75 GHz
Vernier range to shorter wavelength = 39.24 nm
smallest separation delta = 89.710 GHz
round-trip amplitudes a1, a2 = 0.996571, 0.996082
r1, r2 = 0.896914, 0.896474
loaded widths 1, 2 = 24.878, 21.867 GHz
finesses 1, 2 = 28.848, 28.718
delta / larger width = 3.606
coupling limits ring 1, 2 = 0.3191, 0.3544
largest allowed common coupling = 0.3191
common peak transmission = 0.8716 (-0.597 dB)
unwanted peak / common peak = 0.02009 (-16.97 dB)
Lorentzian bound = 0.01923 (-17.16 dB)
unwanted peak detuning = 629.3 GHz
maxima at nearest pair = 2
contrast integers = 30, 31
contrast radii = 67.84, 70.10 um
contrast separation = 5.402 GHz
contrast widths = 6.409, 6.227 GHz
contrast finesses = 26.130, 26.024
contrast unwanted peak = 0.3340 (-4.76 dB)
contrast maxima at nearest pair = 1
7,9 pair: difference formula = 2511.88 GHz
7,9 pair: true Vernier range = 5023.75 GHz
upper Vernier range with beta2 = 5012.48 GHz
first-order relative dispersion shift = -0.2253 percent
smallest separation with beta2 = 89.255 GHz
\end{verbatim}
